\section*{Surface-Stress Estimate for the Transformation Width of a Square Gold Nanowire}

\section{Result}

A square gold nanowire with free ends, width $w$ and tensile surface stress $f=1.5$ N/m carries a mean axial compression $4f/w$ in its interior. This compression reaches 3 GPa at
\begin{equation}
w_{\rm ax}=\frac{4f}{\sigma_c}=\frac{4\times1.5\ \mathrm{N/m}}{3\ \mathrm{GPa}}=2\ \mathrm{nm},
\label{eq:simple}
\end{equation}
where $\sigma_c=3$ GPa is the magnitude of the transformation stress. In this sense the wire may transform below about 2 nm.

The estimate depends on what $\sigma_c$ means. It holds if 3 GPa is the axial stress in the core of the wire itself when the lattice gives way. If 3 GPa is instead the uniaxial stress that destabilizes a bulk crystal with free sides, the sideways squeeze of the surfaces must be counted too. The threshold without thermal activation is then
\begin{equation}
w_{\rm work}=\frac{2f}{\sigma_c}=1\ \mathrm{nm}.
\label{eq:work}
\end{equation}
The simple 2 nm is therefore the upper of two estimates that differ by a factor of two.

\section{Back of the envelope}

The wire has a $\langle100\rangle$ axis and four $\{100\}$ side faces. Tension is counted positive. Surface stress is a force per unit length of cut surface: the excess over the force that the interior stress would supply if it continued up to the face. With this definition the full width $w$ enters the force balance, and no surface layer is subtracted.

Cut the wire across its axis. The cut exposes an interior area $w^2$ and a surface perimeter $4w$. If nothing pulls or pushes on the ends, the total force through the cut is zero:
\begin{equation}
\sigma_a w^2+4wf=0
\quad\Longrightarrow\quad
\sigma_a=-\frac{4f}{w}.
\label{eq:axial}
\end{equation}
The skin is in tension, so the core is in compression. The perimeter grows as $w$ and the area as $w^2$, which is why the stress grows as $1/w$. At 2 nm it is $-3$ GPa, since 1 N/m equals 1 GPa\,nm. Setting $|\sigma_a|=\sigma_c$ gives Eq.~(\ref{eq:simple}).

Compression along a cube axis is the right kind of load for a change of structure. It shortens the cubic cell along the wire and widens it across, which leads from the face-centred cubic (fcc) lattice through tetragonal ones to the body-centred cubic (bcc) lattice. The argument so far leaves out what the surfaces do to the widening.

\section{Controlled derivation}

\subsection{The transverse stress}

Let $f_a$ be the surface stress along the axis and $f_t$ the one across it, in the plane of a side face. An ideal $\{100\}$ face looks the same after a quarter turn. A symmetric $2\times2$ tensor that is unchanged by a quarter turn is a multiple of the unit tensor, so $f_a=f_t=f$ on such a face. The transverse component cannot be dropped on grounds of symmetry.

Cut a unit length of wire along its axis, through the middle and parallel to two of the faces. The cut exposes an interior area $w$ per unit length and crosses two faces, each of which carries $f_t$:
\begin{equation}
\sigma_t w+2f_t=0
\quad\Longrightarrow\quad
\sigma_t=-\frac{2f_t}{w}.
\label{eq:trans}
\end{equation}
The same holds for the other transverse direction. For the 2 nm wire $\sigma_t=-1.5$ GPa.

Both results are averages. A flat face under constant surface stress exerts no normal pressure, so the transverse load enters at the four edges and the local stress varies over the section. A finite-element minimization of elastic plus surface energy, with the elastic constants given below, reproduces the two averages. In the central square of side $w/2$ it gives $\sigma_a=-3.20$ GPa and $\sigma_t=-1.72$ GPa. Both compressions exceed their averages there, but their difference, 1.48 GPa, is close to the average difference of 1.50 GPa.

\subsection{Elastic contraction}

The elastic response shows the effect of the transverse stress in a measurable quantity, the length of the wire. For a uniaxial load along a cube axis of a cubic crystal, Hooke's law reads
\begin{align}
\sigma_a&=C_{11}\varepsilon_a+2C_{12}\varepsilon_t,\\
0&=C_{12}\varepsilon_a+(C_{11}+C_{12})\varepsilon_t .
\end{align}
The second line gives $\varepsilon_t=-\nu\varepsilon_a$, and insertion in the first gives Young's modulus:
\begin{equation}
\nu=\frac{C_{12}}{C_{11}+C_{12}},\qquad
E=C_{11}-\frac{2C_{12}^2}{C_{11}+C_{12}} .
\end{equation}
Rough rounded values for gold, $C_{11}=190$, $C_{12}=160$ and $C_{44}=40$ GPa, give $\nu=0.457$ and $E=43.7$ GPa.

With all three stresses present, linear superposition gives $E\varepsilon_a=\sigma_a-2\nu\sigma_t$. This relation also holds between averages, because the elastic constants are taken as uniform. Inserting Eqs.~(\ref{eq:axial}) and (\ref{eq:trans}),
\begin{equation}
\varepsilon_a=\frac1E\left(-\frac{4f_a}{w}+2\nu\,\frac{2f_t}{w}\right)
=-\frac{4}{Ew}\,(f_a-\nu f_t).
\label{eq:strain}
\end{equation}
For the 2 nm wire with equal surface stresses,
\begin{equation}
\varepsilon_a=-\frac{4\times1.5}{43.7\times2}\,(1-0.457)=-3.7\,\%.
\end{equation}
Without the transverse part it would be $-6.9\,\%$. The sideways squeeze pushes material back along the axis and removes almost half of the contraction. The finite-element minimum agrees with Eq.~(\ref{eq:strain}), both for $f_t=f_a$ and in a second test with $f_t=0.6f_a$. Strains of this size are at the edge of linear elasticity, so the percentages are estimates.

\subsection{Work done by the surfaces}

To compare the wire with a bulk crystal under uniaxial load, ask which end pressure would do the same work. Let the wire shorten by a small strain $\delta>0$ while its sides swell by $m\delta$, so that $\varepsilon_a=-\delta$ and $\varepsilon_t=m\delta$. The side faces have area $4wL$, where $L$ is the length. Their energy changes by
\begin{equation}
\delta F_s=4wL\,(f_a\varepsilon_a+f_t\varepsilon_t)
=-4wL\,\delta\,(f_a-mf_t).
\end{equation}
A compressive stress $p$ on the ends of a wire without surface stress does the work $pw^2\times L\delta$. Equating this to the energy released by the surfaces gives
\begin{equation}
p=\frac4w\,(f_a-mf_t).
\label{eq:p}
\end{equation}
The first term is the axial compression of Eq.~(\ref{eq:axial}). The second is the cost of stretching the faces sideways.

Three cases show how it works. For $m=0$ the sides do not move and $p=4f_a/w$. For $m=1$ and equal surface stresses $p=0$: the width grows by the same fraction as the length shrinks, the side area stays constant to first order, and the surfaces gain nothing. A change at constant volume has $2m\delta-\delta=0$, hence $m=1/2$ and
\begin{equation}
p=\frac{2f}{w}.
\label{eq:phalf}
\end{equation}

The last result can be checked without separating the two directions. At fixed volume $V=w^2L$ the side area is $4wL=4\sqrt{VL}$. A relative change $-\delta$ of the length changes this area by the fraction $-\delta/2$, which releases the energy $4wLf\,\delta/2=2wLf\delta$. Division by $w^2L\delta$ gives $2f/w$ again.

The condition $p=\sigma_c$ now yields Eq.~(\ref{eq:work}). At $w=2$ nm the equivalent uniaxial compression is 1.5 GPa, half of what the axial stress suggests. The same number translates between the two meanings of $\sigma_c$: a wire that gives way at 2 nm with 3 GPa of axial core stress corresponds, in this description, to a bulk crystal that gives way at 1.5 GPa.

\section{Finite strain}

\subsection{The path and the size of the stress}

The lattice gives way at a strain too large for a first-order argument to be trusted unexamined. Let $a$ and $t$ be the axial and transverse logarithmic strains, so that lengths change by the factors $e^a$ and $e^t$. The fcc lattice can be described by a body-centred tetragonal cell whose axial edge is $\sqrt2$ times its transverse edges. It becomes bcc when the edges are equal, which requires $e^{a-t}=1/\sqrt2$. At constant volume $a+2t=0$, so $t=-a/2$ and
\begin{equation}
\tfrac32a=-\tfrac12\ln2
\quad\Longrightarrow\quad
a=-a_b,\qquad a_b=\tfrac13\ln2=0.231 .
\end{equation}
A count of neighbours after this strain gives the 8 nearest and 6 second-nearest neighbours of bcc.

In the bcc lattice the three cube axes are equivalent, so the stress that drives the tetragonal change vanishes there, as it does in fcc. A simple choice of curve with these two zeros is a sine of amplitude $\sigma_c$. Its initial slope is $\pi\sigma_c/a_b$. Setting this equal to $E$, which neglects a volume change worth about 3\,\% of the slope, gives
\begin{equation}
\sigma_c\approx\frac{Ea_b}{\pi}=\frac{43.7\times0.231}{\pi}\ \mathrm{GPa}=3.2\ \mathrm{GPa}.
\end{equation}
The assumed 3 GPa is close to this estimate for a \emph{bulk} crystal under \emph{uniaxial} load. This does not decide between the two criteria, because the sine is only a guess. The initial slope and the two zeros do not fix the height of the peak. With $u=-a$, the curve $Eu(1-u/a_b)^2$ has the same initial slope and the same zeros, but its peak is only $4Ea_b/27=1.5$ GPa. That is the bulk strength which belongs to the other reading of 3 GPa, as an axial core stress. With a lower $\sigma_c$ both simple threshold widths grow as $1/\sigma_c$.

\subsection{When the fcc minimum disappears}

Write $v=a+2t$ for the volume strain and $x=\frac23(a-t)$ for the tetragonal strain, which equals $a$ when $v=0$. With bulk modulus $K=170$ GPa and initial width $w_0$, take the energy per initial volume
\begin{equation}
F=\tfrac12Kv^2+g(x)+Se^{a+t},\qquad
g'(x)=\sigma_c\sin\frac{\pi x}{a_b},\qquad S=\frac{4f}{w_0}.
\end{equation}
The last term is the side area times $f$, with $f$ held constant per current area. Since $\partial x/\partial a=\frac23$ and $\partial x/\partial t=-\frac23$, equilibrium requires
\begin{align}
Kv+\tfrac23g'+Se^{a+t}&=0,\\
2Kv-\tfrac23g'+Se^{a+t}&=0.
\end{align}
The sum gives $Kv=-\frac23Se^{a+t}$. Insertion in the first line gives $\frac23g'=-\frac13Se^{a+t}$, or
\begin{equation}
g'=-\tfrac12Se^{a+t}=-\frac{2f}{w}\,e^{v},
\label{eq:finite}
\end{equation}
where the last form uses the current width $w=w_0e^t$. For this energy, which does not couple volume and tetragonal strain, the factor 2 of Eq.~(\ref{eq:phalf}) survives at finite strain, apart from the volume factor $e^v$.

The fcc state is lost when $|g'|$ can no longer balance the surface load, which happens close to its peak $\sigma_c$. There $Se^{a+t}\approx2\sigma_c=6$ GPa, so $v\approx-4/170=-0.024$ and the current width is $w\approx(1\ \mathrm{nm})\,e^{-0.024}=0.98$ nm. A numerical search for the width at which the minimum of $F$ disappears gives the same 0.98 nm, at an axial strain $a=-0.126$. By then the wire has thickened; its initial width was 0.93 nm. Finite strain therefore lowers the 1 nm estimate by 2\,\% or 7\,\%, according to which width is quoted.

If the surfaces are made to pull along the axis alone, the last term of $F$ becomes $Se^a$. The two conditions then read $Kv+\frac23g'+Se^a=0$ and $2Kv=\frac23g'$, so $g'=-Se^a$. The threshold is $w_0\approx(4f/\sigma_c)e^a$, and the search gives 1.77 nm at $a=-0.123$. This is the simple 2 nm, reduced because the pull $4fw_0$ stays fixed in this artificial case while the section thickens. The factor of two between the criteria thus comes from the transverse surface stress and not from the linear treatment.

\section{Temperature}

At a finite temperature the wire need not wait until the barrier has vanished. Let $s=p/\sigma_c<1$ and $y=-\pi x/a_b$. The pressure $p$ is held fixed during the crossing. In fact it falls as the wire thickens, which raises the barrier and would lower the threshold widths found below. At constant volume the loaded energy per volume is then
\begin{equation}
\frac{\sigma_ca_b}{\pi}\left(1-\cos y-sy\right).
\end{equation}
Its derivative vanishes where $\sin y=s$: at the minimum $y_1=\arcsin s$ and at the maximum $y_2=\pi-y_1$. Since $\cos y_2=-\cos y_1$ and $y_2-y_1=\pi-2\arcsin s=2\arccos s$, the barrier per volume is
\begin{equation}
b(s)=\frac{2\sigma_ca_b}{\pi}\left[\sqrt{1-s^2}-s\arccos s\right].
\label{eq:barrier}
\end{equation}
It vanishes at $s=1$, as it must.

Suppose that a piece of wire of volume $w^3$ crosses together, with a rough attempt rate of $10^{13}$ per second. One crossing per second at 300 K then requires a barrier
\begin{equation}
B=k_BT\ln10^{13}=0.77\ \mathrm{eV}.
\end{equation}
The threshold follows from $b(s)\,w^3=B$, with $s=(1\ \mathrm{nm})/w$ for the work criterion. The solution is $w=1.33$ nm. To check it, put $s=0.752$: the bracket in Eq.~(\ref{eq:barrier}) is 0.118 and its prefactor is 0.441 GPa, so $b=0.052$ GPa. Multiplication by $w^3=2.35$ nm$^3$ gives $1.2\times10^{-19}$ J, or 0.76 eV, which agrees with $B$ within the rounding.

If the surfaces pulled along the axis alone, $s$ would be $(2\ \mathrm{nm})/w$, and the same calculation gives 2.20 nm. The relative shift is 10\,\% in that case and 33\,\% for the thinner wire, whose smaller volume makes the total barrier smaller. If 3 GPa is instead the axial core stress of a wire with equal surface stresses, the equivalent bulk strength is 1.5 GPa. Then $s$ is again $(2\ \mathrm{nm})/w$, but the prefactor in Eq.~(\ref{eq:barrier}) is halved and the threshold is about 2.3 nm. The energy of the boundary between transformed and untransformed parts is left out. It would raise the barrier and reduce both shifts. The choice of $w^3$ matters as well, so these widths show the size of the thermal effect and are not predictions of a lifetime.

\section{Clamped ends}

The force balance of Eq.~(\ref{eq:axial}) needs free ends. Consider the opposite case, a wire held at the length it would have without surface stress. Then $\varepsilon_a=0$, and $E\varepsilon_a=\sigma_a-2\nu\sigma_t$ gives
\begin{equation}
\sigma_a=2\nu\sigma_t=-\frac{4\nu f}{w}.
\end{equation}
For $w=2$ nm this is $-1.37$ GPa, less than half of the free-end value. The part that drives the tetragonal change is the difference
\begin{equation}
\sigma_a-\sigma_t=\frac{2f}{w}\,(1-2\nu)=+0.13\ \mathrm{GPa}.
\end{equation}
It is small and has the opposite sign. In linear elasticity a wire clamped in this way is not driven towards the shortened lattice at all. The clamps supply the tension
\begin{equation}
N=\sigma_aw^2+4wf=4wf(1-\nu)=6.5\ \mathrm{nN}.
\end{equation}
The threshold widths of this article apply when the wire is free to shorten.

\section{Comparison}

\begin{center}
\begin{tabular}{lcc}
\hline
Threshold width (nm) & axial & work\\
\hline
Simple formula & 2.0 & 1.0\\
Finite strain, initial width & 1.8 & 0.93\\
With activation at 300 K & 2.2 & 1.3\\
\hline
\end{tabular}
\end{center}

The last two rows are separate corrections to the first and have not been combined. In these two rows the axial column refers to surfaces that pull along the axis alone, against a bulk strength of 3 GPa. The choice of criterion changes the width more than either correction does.

The inputs add their own uncertainty. Both simple widths are proportional to $f/\sigma_c$, so a change of 20\,\% in $f$ changes them by 20\,\%. The position of the surface is also uncertain on the atomic scale. With a lattice parameter of roughly 0.41 nm the atomic layers are 0.205 nm apart, and a shift of each face by half a layer changes the width by 0.2 nm. That is 10\,\% of 2 nm and 20\,\% of 1 nm. About 37\,\% of the section of a 2 nm wire belongs to the outer atomic layer, and about 65\,\% at 1 nm. At the lower threshold the division into core and surface is hardly more than a way of counting.

Slip may compete with the transformation. For compression along the cube axis, the largest Schmid factor for a partial dislocation on a $\{111\}$ plane is 0.471, so 3 GPa of uniaxial stress gives at most 1.4 GPa of resolved shear. A crude ideal strength is $Gb_p/(2\pi d)$, where $G$ is the shear modulus on that plane and $b_p/d=1/\sqrt2$ is the ratio of partial slip to plane spacing. With all other strains held at zero, $G=(C_{11}-C_{12}+C_{44})/3=23.3$ GPa and the strength is 2.6 GPa. A crystal that is free to relax the other strains has the smaller modulus $G=3C_{44}(C_{11}-C_{12})/(4C_{44}+C_{11}-C_{12})=18.9$ GPa, which gives 2.1 GPa. This formula also rests on a sine, and its peak is as uncertain as that of the fcc-to-bcc curve above, where a change of shape halved it. The estimate therefore cannot exclude that even a perfect crystal slips before it reaches 3 GPa, and dislocations that start at edges or steps may need less stress still.

For real gold, the elastic constants used here are of typical size. The surface stress of 1.5 N/m is an assumed value of the right order; values for gold depend on the method and may differ from it by more than 20\,\%. Two assumptions are doubtful. Real wires are usually attached to something, and the clamped case shows that this can remove the driving stress altogether. Clean gold $\{100\}$ faces also tend to rearrange into a denser, nearly hexagonal layer. This breaks the fourfold symmetry, so $f_a$ and $f_t$ may differ. By Eq.~(\ref{eq:p}) with $m=1/2$ the threshold becomes $(4f_a-2f_t)/\sigma_c$. With $f_a$ held at 1.5 N/m it moves from 1 nm at $f_t=f_a$ to 2 nm at $f_t=0$.

The calculation locates a loss of stability of the fcc wire. It does not show which structure follows, because the surface and edge energies of the product are not included. Within these limits, and for the assumed values of $f$ and $\sigma_c$, a free-ended gold wire may transform at a width of one to two nanometres. The upper figure belongs to a 3 GPa axial stress in the wire, the lower one to a 3 GPa uniaxial strength of the bulk. The numerical output below lists the values used.

\section*{Computed values}
\begin{verbatim}
surface stress f = 1.50 N/m
transformation stress = 3.00 GPa
C11, C12, C44 = 190, 160, 40 GPa
Young modulus along <100> = 43.7 GPa
Poisson ratio along <100> = 0.457
bulk modulus = 170.0 GPa
threshold width, axial criterion = 2.00 nm
threshold width, work criterion = 1.00 nm
2 nm wire: mean axial stress = -3.000 GPa
2 nm wire: mean transverse stress = -1.500 GPa
2 nm wire: axial stress, middle region = -3.20 GPa
2 nm wire: transverse, middle region = -1.72 GPa
2 nm wire: equivalent uniaxial compression = 1.50 GPa
2 nm wire: linear axial strain = -3.73 %
same without transverse f = -6.86 %
fcc to bcc axial log strain = -0.2310
sinusoidal peak stress from E = 3.21 GPa
finite strain, isotropic f: initial width = 0.929 nm
finite strain, isotropic f: current width = 0.977 nm
finite strain, isotropic f: axial log strain = -0.126
finite strain, axial f only: initial width = 1.774 nm
finite strain, axial f only: axial log strain = -0.123
temperature = 300 K
attempt rate = 1e+13 1/s
waiting time = 1 s
barrier crossed in that time = 0.774 eV
thermal threshold, axial criterion = 2.20 nm
thermal threshold, work criterion = 1.33 nm
lattice parameter = 0.41 nm
atomic layer spacing = 0.205 nm
width uncertainty, half layer per face = 0.205 nm
outer layer share of 2 nm section = 37 %
largest partial-slip Schmid factor = 0.471
resolved shear at 3 GPa, upper bound = 1.41 GPa
shear modulus on {111} = 23.3 GPa
crude ideal shear strength = 2.63 GPa
\end{verbatim}
